Thermal Huang-Rhys weights and detailed balance for one vibrational mode

An electron can cross an insulating film in two steps, by tunnelling from a contact into a defect and from there onwards. The defect level need not have the same energy as the arriving electron, and tunnelling itself conserves energy. The difference can be taken up by the atoms around the defect, whose equilibrium positions change when the defect becomes charged. Capture is then accompanied by a net release or uptake of vibrational quanta. Two questions follow: how probable is a change of p quanta at temperature T, and do the probabilities for giving and taking p quanta stand in the ratio that thermal equilibrium requires?

Let a single vibrational coordinate x, with mass M, represent the atomic motion. The trap is empty in electronic state a and filled in state b. With Π the momentum conjugate to x, the vibrational Hamiltonians are

H_a = Π²/(2M) + Mω²x²/2,

H_b = E_t + Π²/(2M) + Mω²(x − Δ)²/2.

The frequencies are assumed equal, so that charging the trap merely displaces the parabola by Δ and shifts its minimum by E_t. The oscillator states of a are |n⟩, those of b are |m;b⟩, and their vibrational energies are ħω(n+½) and ħω(m+½). An electron of energy E can be captured in the transition n → m if E + ħω(n+½) = E_t + ħω(m+½), that is, if

E = E_t + pħω, p = m − n.

Positive p means that phonons are emitted, negative p that they are absorbed.

The tunnelling matrix element V is taken as weak enough for the golden rule and independent of x, which is the Condon approximation. It then factors out of the vibrational integral. If the mode is in equilibrium before the transition, the capture rate from one reservoir state is

(2π/ħ)|V|² Σ_p W(p) δ(E − E_t − pħω),

with the dimensionless weight

W(p) = Σ_n P(n) F(n+p, n), F(m,n) = |⟨m;b|n⟩|².

Terms with a negative level number are absent. The populations are

P(n) = (1 − z)zⁿ, z = exp(−ħω/k_BT),

and the mean phonon number is n̄ = Σ_n nP(n) = z/(1−z).

The displaced states can be written with ladder operators. From

x = √(ħ/(2Mω)) (a + a†), Π = i√(Mħω/2) (a† − a),

the translation operator that turns χ(x) into χ(x − Δ) is

exp(−iΔΠ/ħ) = exp[√S (a† − a)], S = MωΔ²/(2ħ).

The number S is the Huang-Rhys factor. Multiplying it by ħω gives Sħω = Mω²Δ²/2, the energy released when the filled trap relaxes from x = 0 to its own minimum. With the notation

D(α) = exp(αa† − α*a),

the states of b are |m;b⟩ = D(√S)|m⟩.

It is easier to find all the weights together than to sum them one by one. Define

G(θ) = Σ_p W(p)e^{ipθ} = Σ_n P(n) Σ_m e^{i(m−n)θ} ⟨n|D|m⟩⟨m|D†|n⟩,

where D without an argument means D(√S). Let N = a†a. The sum over m is the operator De^{iθN}D†, and the factor e^{−inθ} is the action of e^{−iθN} on ⟨n|. Therefore

G(θ) = Σ_n P(n) ⟨n| e^{−iθN} D e^{iθN} D† |n⟩.

Since a† raises N by one, e^{−iθN}a†e^{iθN} = e^{−iθ}a†, and the adjoint relation is e^{−iθN}ae^{iθN} = e^{iθ}a. The first three factors thus form D(√S e^{−iθ}), while D† = D(−√S). What remains is a product of two displacements.

For operators A and B that commute with their commutator, e^A e^B = e^{A+B}e^{[A,B]/2}. With A = βa† − β*a and B = γa† − γ*a, the relation [a,a†] = 1 gives

[A,B] = βγ* − β*γ.

Here β = √S e^{−iθ} and γ = −√S, so that

[A,B]/2 = S(e^{iθ} − e^{−iθ})/2 = iS sinθ.

The product is therefore e^{iS sinθ}D(δ), with

δ = √S(e^{−iθ} − 1), y ≡ |δ|² = 2S(1 − cosθ).

The thermal average of D(δ) is still needed. The same product rule, now with A = δa† and B = −δ*a, has [A,B] = |δ|² = y and yields

D(δ) = e^{−y/2} e^{δa†} e^{−δ*a}.

In the diagonal element, k lowering operators must be matched by k raising operators. Because aᵏ|n⟩ = √(n!/(n−k)!) |n−k⟩,

⟨n|D(δ)|n⟩ = e^{−y/2} Σ_k [(−y)ᵏ/(k!)²] n!/(n−k)! = e^{−y/2} Σ_k C(n,k)(−y)ᵏ/k!,

where k runs from 0 to n and C(n,k) is the binomial coefficient. Differentiating the geometric series k times and multiplying by zᵏ/k! gives

Σ_n C(n,k)zⁿ = zᵏ/(1−z)^{k+1}.

Multiplication by 1 − z turns the right side into n̄ᵏ. The double sum converges absolutely, because replacing −y by y gives the finite value e^{n̄y}, so the order of summation may be exchanged:

Σ_n P(n)⟨n|D(δ)|n⟩ = e^{−y/2} Σ_k (−n̄y)ᵏ/k! = exp[−y(n̄+½)].

Inserting y and restoring the phase, one finds

G(θ) = exp[−S(2n̄+1)(1 − cosθ) + iS sinθ].

When cosθ and sinθ are written as exponentials, e^{iθ} receives the coefficient S(2n̄+1)/2 + S/2 = S(n̄+1), and e^{−iθ} receives S(2n̄+1)/2 − S/2 = Sn̄. With u = S(n̄+1) and v = Sn̄,

G(θ) = exp[−(u+v) + ue^{iθ} + ve^{−iθ}].

The weights are the coefficients of e^{ipθ}. Expanding the two exponentials separately gives

G(θ) = e^{−(u+v)} Σ_j Σ_k (uʲ/j!)(vᵏ/k!) e^{i(j−k)θ}.

For p ≥ 0 the terms with j = k + p contribute. Since u^{k+p}vᵏ = (u/v)^{p/2}(√(uv))^{2k+p},

W(p) = e^{−(u+v)} (u/v)^{p/2} Σ_k (√(uv))^{2k+p}/[k!(k+p)!].

The sum is the series of the modified Bessel function I_p(X) at X = 2√(uv). For negative p the roles of j and k are exchanged. This replaces the Bessel order by |p| and leaves the prefactor (u/v)^{p/2} as it stands. As I_{−p} = I_p for integer p, one formula covers both signs at T > 0:

W(p) = exp[−S(2n̄+1)] [(n̄+1)/n̄]^{p/2} I_p(2S√(n̄(n̄+1))).

The double series also shows that p is distributed as the difference of two independent Poisson numbers, with means S(n̄+1) and Sn̄. This is a statement about the distribution of p. A single transition does not thereby acquire separate, observable numbers of emitted and absorbed phonons.

The logarithm of G gives the first moments without any Bessel function:

ln G = u(e^{iθ} − 1) + v(e^{−iθ} − 1) = (u−v)iθ + (u+v)(iθ)²/2 + …

At θ = 0 this gives ΣW(p) = 1. The mean of p is u − v = S, and its variance is u + v = S(2n̄+1). Heating broadens the distribution but leaves its mean in place.

As T → 0, v vanishes and u tends to S. For p ≥ 0 the term k = 0 survives and gives the Poisson law e^{−S}Sᵖ/p!. For p < 0 the weight vanishes, since there are no phonons to absorb.

The opposite limit is classical: ħω → 0 at fixed k_BT, fixed relaxation energy λ = Sħω and fixed vibrational energy gain ε = pħω. Then 2n̄+1 tends to 2k_BT/(ħω), and the variance σ² = S(2n̄+1) becomes large. In the inversion integral

W(p) = (1/2π) ∫_{−π}^{π} G(θ)e^{−ipθ} dθ

small θ dominates. Keeping ln G to second order and extending the limits to infinity gives

W(p) ≈ (2πσ²)^{−1/2} exp[−(p−S)²/(2σ²)].

With σ² = 2λk_BT/(ħω)², the exponent becomes −(ε−λ)²/(4λk_BT). This is the classical activation law for two displaced parabolas.

Detailed balance can now be read from the general formula. The exponential prefactor and the Bessel function are the same for p and −p, so

W(−p)/W(p) = [n̄/(n̄+1)]ᵖ = zᵖ = exp(−pħω/k_BT),

because n̄ = z/(1−z) and n̄+1 = 1/(1−z). This ratio compares two transitions that both start from the empty trap, one absorbing p phonons and the other emitting them. Equilibrium between trap and contact involves a different pair: capture with emission of p phonons, and the reverse transition from the filled trap with absorption of p phonons. The two statements have different origins, which the defining sums reveal.

Let R(−p) be the weight for leaving the filled trap while absorbing p phonons, with the mode first in equilibrium in state b. For p ≥ 0 the initial level m must be at least p. Setting m = n + p,

R(−p) = Σ_{m≥p} P(m)F(m, m−p) = Σ_n P(n+p)F(n+p, n) = zᵖW(p).

The last step uses P(n+p) = zᵖP(n). For negative p the same steps hold, with the sum over n starting at −p, so the relation is valid for every p. Each pair of levels contributes the same squared overlap in both directions, and the populations supply the Boltzmann factor. The values of the overlaps do not matter. This is microscopic reversibility.

The ratio within one initial state needs a further property. In the overlap integral

⟨m;b|n⟩ = ∫ χ_m(x−Δ)χ_n(x) dx

substitute x = Δ − x′. Since χ_n(−x) = (−1)ⁿχ_n(x), the integral becomes

⟨m;b|n⟩ = (−1)^{m+n} ∫ χ_m(x′)χ_n(x′−Δ) dx′ = (−1)^{m+n}⟨n;b|m⟩.

Hence F(m,n) = F(n,m), and

W(−p) = Σ_n P(n+p)F(n, n+p) = zᵖ Σ_n P(n)F(n+p, n) = zᵖW(p).

The step in the middle relies on the mirror symmetry of two equal parabolas.

A change of frequency removes that symmetry. Let the filled trap have frequency ω_b and the empty one ω_a, and compare F(0,1) with F(1,0). The product of the two ground-state functions is a Gaussian centred at x̄ = ω_bΔ/(ω_a+ω_b). A first excited function is the ground function times √(2Mω/ħ) and the distance from its own minimum. The common Gaussian integral cancels in the ratio, leaving

F(0,1)/F(1,0) = ω_a x̄²/[ω_b(Δ−x̄)²] = ω_b/ω_a,

because x̄/(Δ−x̄) = ω_b/ω_a. At low temperature, W(−1)/W(1) is then the Boltzmann factor of ω_a times ω_b/ω_a. Here p counts the change of level number and no longer fixes the energy. Microscopic reversibility survives in terms of energy. If ε is the vibrational energy gained in a → b, and Z_a and Z_b are the vibrational partition functions, the populations of the two linked levels give

(reverse weight)/(forward weight) = (Z_a/Z_b) exp(−ε/k_BT).

For equal frequencies Z_a = Z_b, and the earlier result returns.

The consequence for the trap follows by coupling it to one reservoir with chemical potential μ, at the same temperature as the mode. Write E_p = E_t + pħω, and let f(E) be the Fermi function. The prefactor A_p contains |V|² and the density of reservoir states at E_p, and it is the same for both directions. For a single spin state the capture and emission rates are

c = Σ_p A_p f(E_p)W(p), e = Σ_p A_p[1 − f(E_p)]R(−p).

Since f/(1−f) = exp[−(E_p−μ)/k_BT], each term of c equals

A_p[1−f(E_p)] exp[−(E_t−μ)/k_BT] exp(−pħω/k_BT) W(p).

The last two factors are R(−p), so c/e = exp[−(E_t−μ)/k_BT] whatever the A_p. An occupation probability Q obeys dQ/dt = c(1−Q) − eQ. Its stationary value is Q = c/(c+e) = f(E_t).

In random telegraph noise from such a trap, the mean waiting times are 1/c in the empty state and 1/e in the filled state, provided that the mode returns to equilibrium between events. Their ratio depends on E_t − μ and T. The Huang-Rhys factor affects how fast the trap switches, but not this ratio. The value c/e = exp[−(E_t−μ)/k_BT] belongs to equal frequencies and a single spin state. If charging changes the frequency, the energy form of microscopic reversibility multiplies c/e by Z_b/Z_a = sinh(ħω_a/2k_BT)/sinh(ħω_b/2k_BT), which is still independent of Δ; for the example below with ω_b = 0.8ω_a it is 1.29 at 300 K. Electronic degeneracy enters in the same way: a level that accepts one electron of either spin has c/e larger by a factor of 2. With two contacts at different chemical potentials, the relation holds for each contact's pair of rates with its own μ, and not for the summed rates.

For a numerical example take the round model values M = 5.0×10⁻²⁶ kg, ω = 6.0×10¹³ rad/s, Δ = 2.0×10⁻¹¹ m and T = 300 K. The phonon energy is ħω = 6.327×10⁻²¹ J, and k_BT = 4.142×10⁻²¹ J. The relaxation energy is

Mω²Δ²/2 = 3.600×10⁻²⁰ J = 0.225 eV,

so S = 36.00/6.327 = 5.69. The Boltzmann factor is z = exp(−6.327/4.142) = 0.2170, and n̄ = 0.2170/0.7830 = 0.277. The two Poisson means are 5.69×1.277 = 7.27 and 5.69×0.277 = 1.58. Their difference is the mean 5.69, and their sum is the variance 8.84.

Integrating the overlaps numerically on a grid and summing over the thermal levels gives these weights:

p = 1: W(1) = 0.0390, W(−1) = 8.46×10⁻³
p = 3: W(3) = 0.0960, W(−3) = 9.81×10⁻⁴
p = 5: W(5) = 0.1346, W(−5) = 6.48×10⁻⁵
p = 10: W(10) = 0.0444, W(−10) = 1.03×10⁻⁸

The Bessel formula, with argument X = 6.77, also gives W(5) = 0.1346. For p = 5 the ratio of the two sums is 4.82×10⁻⁴, which is z⁵ with the less rounded value z = 0.21705.

Heating broadens the distribution, so that weights near the mean p = S fall while those far out in the wings rise. Between 150 K and 600 K, W(5) falls from 0.160 to 0.101, while W(−5) rises from 3.7×10⁻⁸ to 2.2×10⁻³. The first value is already near the zero-temperature Poisson weight e^{−S}S⁵/5! = 0.168. At 600 K, n̄ = 0.872 and σ² = 5.69×2.744 = 15.6. The Gaussian with this variance gives 0.099 for p = 5, about 1% below the sum, but 2.6×10⁻³ for p = −5, about 17% above it. It serves near the centre and is poorer in the wing, where the absorption weights lie.

If the filled trap has the frequency 0.8ω and the other parameters are kept at 300 K, W(−p)/W(p) divided by exp(−pħω/k_BT) is 0.87, 0.77, 0.72, 0.71 and 0.75 for p = 1 to 5. For these five values of p, the true ratio thus lies up to 29% below the equal-frequency value. This is not a general bound: the factor passes through 1 between p = 6 and p = 7 and reaches 3.5 at p = 10. The low-temperature value for p = 1 would be 0.8; at 300 K higher initial levels also contribute.

Finally, place the trap level 8.0×10⁻²¹ J above μ, with equal frequencies again. If all A_p equal A_0, summing from p = −20 to 25 gives c = 0.01132 A_0 and e = 0.07808 A_0. The occupation is 0.01132/(0.01132+0.07808) = 0.1266, equal to the Fermi function at E_t. The terms p = 0, −1 and −2 contribute 0.0025, 0.0034 and 0.0023 to c/A_0, together about 73% of the sum. Although W(p) is largest near p = 5, few electrons are available that far above μ, and capture proceeds mainly without net emission.

This also explains the effect of a prefactor that grows with energy, A_p = A_0 exp(0.15p). It reduces the important terms with negative p, and the rates drop to c = 0.01022 A_0 and e = 0.07049 A_0. Both fall by the same factor, and the occupation remains 0.1266.

All numerical values are calculated from the stated model.
